Zero-momentum exciton binding on a chain with on-site attraction

**Question**

I have one electron and one hole on a one-dimensional chain. Each hops between nearest neighbours, with amplitudes t_e and t_h, and the pair gains an energy U when both sit on the same site. With T = t_e + t_h, I am asked to show that the exciton of zero total momentum has binding energy

E_b = √(U² + 4T²) − 2T

and to confirm it numerically.

I tried replacing the bands by parabolas and the attraction by a delta function, which gave U²/(4T). For a molecular stack with t_e = 0.10 eV, t_h = 0.08 eV and U = 1.0 eV, that is 1.39 eV, more than the attraction itself. What went wrong? I also don't see why the hoppings add, or where the −2T comes from. And how far can I trust the result for a real stack?

**Answer**

Your estimate is the weak-attraction limit of the right answer, used where the attraction is strong. The lattice problem can be solved without that approximation.

**Conventions**

Let x_e and x_h be integer site numbers on an infinite chain of spacing a. Take t_e, t_h and U positive, with free-particle energies −2t_e cos k for the electron and −2t_h cos k for the hole, where k is the wave number times a. Both minima are at k = 0, so the gap is direct. Energies are measured from that of a pair with both particles at mid-band. Spin exchange is left out. The Schrödinger equation is

−t_e[Ψ(x_e+1, x_h) + Ψ(x_e−1, x_h)] − t_h[Ψ(x_e, x_h+1) + Ψ(x_e, x_h−1)] − U δ(x_e, x_h) Ψ(x_e, x_h) = E Ψ(x_e, x_h),

where δ(x_e, x_h) is 1 on a shared site and 0 otherwise.

**Why the hoppings add**

Moving both particles by one site leaves the Hamiltonian unchanged, so we can choose states that then gain only a phase e^{iK}. With r = x_e − x_h, write

Ψ(x_e, x_h) = e^{iK x_h} φ(r).

An electron hop to the right takes r to r+1 and leaves the prefactor alone. A hole hop to the right takes r to r−1 and multiplies the prefactor by e^{iK}. Including the reverse hops and dividing by e^{iK x_h} gives

−(t_e + t_h e^{−iK}) φ(r+1) − (t_e + t_h e^{iK}) φ(r−1) − U δ(r,0) φ(r) = E φ(r).

At K = 0 both brackets equal T:

−T[φ(r+1) + φ(r−1)] − U δ(r,0) φ(r) = E φ(r).

Either particle can change the separation by one site, and at K = 0 the two amplitudes add in phase. The pair problem has become one particle on a chain with one attractive site.

**Where the −2T comes from**

Far apart, the particles do not feel U. Inserting φ = e^{iqr} gives

E = −T(e^{iq} + e^{−iq}) = −2T cos q,

so free pairs fill the range from −2T to 2T. Binding is the energy needed to reach the bottom of this continuum:

E_b = −2T − E.

A separated pair loses the attraction U but gains energy by delocalizing, and the −2T accounts for that gain.

For other K, the modulus of the relative hopping is T_K, with

T_K² = t_e² + t_h² + 2t_e t_h cos K = T² − 2t_e t_h(1 − cos K) ≤ T².

Its phase can be removed: if t_e + t_h e^{−iK} = T_K e^{−iθ}, setting φ(r) = e^{iθr} χ(r) leaves a chain with real hopping T_K. The free-pair edge at K is therefore −2T_K, and −2T is the lowest free-pair energy of all. If t_e and t_h had opposite signs, the gap would be indirect. The K = 0 formula would still hold with |t_e + t_h| in place of T, but its continuum edge would no longer be the global one.

**The bound state**

Away from r = 0 the equation is

φ(r+1) + φ(r−1) = −(E/T) φ(r).

Its solutions are powers z^r with

z + 1/z = −E/T.

The two roots have product 1. If |E| ≤ 2T they lie on the unit circle and no solution decays. If |E| > 2T they are real, and one has |z| < 1. A normalizable state must use that root on both sides:

φ(r) = C z^{|r|}.

The constant C is common to both sides because they share the value φ(0). An odd bound state would need φ(0) = 0, hence C = 0, so there is none.

At r = 0, both neighbours have amplitude Cz:

−2Tz − U = E = −T(z + 1/z).

Adding 2Tz to both sides and changing the overall sign gives

U = T(1/z − z) = T(1 − z²)/z.

Since U > 0 and |z| < 1, z must be positive. Write z = e^{−κ} with κ > 0. Then

2T sinh κ = U,  E = −2T cosh κ.

Because sinh κ rises steadily from zero, there is exactly one solution for each U > 0. Using cosh²κ = 1 + sinh²κ,

E = −2T √(1 + U²/(4T²)) = −√(U² + 4T²),

and therefore

E_b = −2T − E = √(U² + 4T²) − 2T.

The square root exceeds 2T for any U > 0, so the pair always binds in this model. It is also smaller than U + 2T, because (U + 2T)² contains the extra positive term 4UT. Hence E_b < U, which is the bound your estimate violated.

**The same result from a momentum integral**

Define F(q) = Σ_r e^{−iqr} φ(r). The K = 0 equation becomes

(−2T cos q − E) F(q) = U φ(0).

With E = −|E|, solve for F(q) and use φ(0) = ∫F(q) dq/(2π) over one period. Dividing by φ(0),

1 = U ∫ dq/(2π) · 1/(|E| − 2T cos q).

To do the integral, set |E| = 2T cosh κ and z = e^{−κ}. Summing two geometric series gives

Σ_n z^{|n|} e^{inq} = (1 − z²)/(1 − 2z cos q + z²) = sinh κ/(cosh κ − cos q).

The last step divides numerator and denominator by 2z. The average of the left side over q is its n = 0 term, which is 1. So

∫ dq/(2π) · 1/(|E| − 2T cos q) = 1/(2T sinh κ) = 1/√(E² − 4T²).

The condition is U = √(E² − 4T²), which gives E² = U² + 4T² again.

**Size and optical weight**

Normalization requires

1 = C² Σ_r e^{−2κ|r|} = C² (1 + e^{−2κ})/(1 − e^{−2κ}) = C² coth κ.

The probability of finding both particles on one site is therefore

P₀ = C² = tanh κ = U/√(U² + 4T²).

If light creates same-site pairs with equal amplitude along the chain, the state it makes has K = 0 and r = 0. Then P₀ is also the exciton's share of the total squared optical matrix element; the rest goes to the continuum.

For the size, put p = e^{−2κ} and use Σ_{r≥1} r² p^r = p(1+p)/(1−p)³:

⟨r²⟩ = 2 tanh κ · p(1+p)/(1−p)³.

Here p(1+p) = 2p^{3/2} cosh κ and (1−p)³ = 8p^{3/2} sinh³κ, so

⟨r²⟩ = tanh κ · cosh κ/(2 sinh³κ) = 1/(2 sinh²κ) = 2T²/U².

The root-mean-square separation is √2 aT/U.

**What happened to your estimate**

For U much smaller than T, expand the square root:

E_b = U²/(4T) − U⁴/(64T³) + …

The leading term is yours. Near the band bottom, −2T cos q ≈ −2T + Tq². With q = ka, where k is now a wave number per length, matching Tk²a² to ħ²k²/(2μ) gives the reduced mass μ = ħ²/(2Ta²). The on-site attraction becomes a delta well of strength g = Ua, whose binding is μg²/(2ħ²) = U²/(4T). This needs a pair spread over many sites.

For U much larger than T,

E_b = U − 2T + 2T²/U + …

The pair then sits mostly on one site, and separating it recovers the delocalization energy 2T. Diagonalizing the relative chain gives 0.99938 times U²/(4T) at U = 0.1T, and 1.00083 times U − 2T at U = 50T. Both small deviations agree with the next terms above.

**Numerical confirmation**

To avoid assuming the reduction to a relative coordinate, put both particles on a ring of N sites and build the full N² × N² matrix in the basis |x_e, x_h⟩. Enter −t_e for each electron hop, −t_h for each hole hop, and −U on the diagonal when x_e = x_h. Find the lowest eigenvalue with U = 0 and again with U present; their difference is the binding. The ring allows k = 0, so its free-pair edge is exactly −2T.

With N = 40, t_e = 0.70 eV, t_h = 0.30 eV and U = 1.00 eV, the difference is 0.236068 eV. The formula gives √5 − 2 = 0.236068 in the same unit. With t_e = t_h = 0.50 eV and U = 2.00 eV, both routes give 0.828427 eV. In both cases the bound eigenvector is unchanged when the two particles are shifted together, as K = 0 requires. The numerical output lists these cases and most of the quantities below.

**Your molecular stack**

Take a = 0.35 nm. Your parameters give T = 0.10 + 0.08 = 0.18 eV, so

E = −√(1.00² + 4 × 0.18²) eV = −√1.1296 eV = −1.063 eV,

E_b = 1.063 − 0.360 = 0.703 eV.

The decay constant is κ = arcsinh(1.00/0.36) = 1.75 per site. The same-site probability is P₀ = 1.00/1.063 = 0.94, and the root-mean-square separation is √2 × 0.35 × 0.18/1.00 = 0.089 nm. This is below one spacing because most of the probability is at r = 0; it does not mean the particles occupy positions between sites. A parabolic band cannot describe such a compact state, which is why U²/(4T) = 1.39 eV fails here.

**How far to trust it for a real stack**

The spacing and the sizes of the hoppings are rough values for π-stacked perylene derivatives. The relative sign of t_e and t_h depends on how neighbouring molecules are offset, and the example assumes it is positive. When each molecule lies directly above the next, the signs are opposite and the gap is indirect. Without exciton transfer, the lowest exciton is then at K = π, and its binding follows the same formula with T = |t_e| + |t_h|. U is an effective parameter that depends on the molecule and its screening, so 0.70 eV is a model result, not a measured binding energy. With the values used here, the range of the attraction changes the binding most: electron and hole on different molecules still attract. The margin is small, and exciton transfer (below) overtakes it at K = 0 if ε_r is 5 or J is 0.07 eV. One way to size this is the Ohno potential,

V(r) = −U/√(1 + (ra/r₀)²),  r₀ = e²/(4πε₀ε_r U),

which keeps V(0) = −U and becomes a screened Coulomb attraction at long range. With relative permittivity ε_r = 3.5, r₀ = 0.41 nm and the attraction one site away is still 0.76 eV. At fixed U and T, the binding rises to 0.82 eV, about 16% above the contact result. The wavefunction changes more: P₀ falls from 0.94 to 0.65. Moving to the neighbouring molecule now costs 0.24 eV of attraction instead of 1.0 eV, which is comparable with T.

Other effects shift the number too. Each estimate below starts again from the contact model, and the shifts should not simply be added.

- **Exciton transfer.** A same-site pair can also move as a unit, with amplitude J between neighbours. Its two hops contribute J(e^{iK} + e^{−iK}) at r = 0, so U becomes U − 2J cos K. For J = 0.05 eV and K = 0, this is 0.90 eV and the binding falls to 0.61 eV. The zero-momentum exciton is then not the lowest one, which for positive J happens once J exceeds 2t_e t_h/U = 0.016 eV: at K = π the attraction is 1.10 eV, so that level lies below −1.10 eV, while the K = 0 level is at −0.97 eV. Measured from the continuum edge −2T, the K = π exciton is bound by 0.74 eV.

- **Molecular vibrations.** If a carrier displaces a fast vibration on its molecule, a hop changes the oscillator on two sites. Each contributes an overlap e^{−S/2}, where S is the mean number of quanta in the displacement, so the hopping shrinks by e^{−S}. With S = 0.4 for both carriers, T becomes 0.121 eV. Holding U fixed and applying the same factor to every hop, the binding rises to 0.79 eV, because a separated pair gains less by delocalizing. This is the limit of a vibrational quantum much larger than the hoppings. Carbon–carbon stretching quanta are near 0.17 eV, comparable with T, so the vibration partly follows the carrier and the narrowing is weaker. Treating such a vibration explicitly on a short ring, with the relaxed same-site attraction kept at U, a quantum of 0.17 eV and S = 0.4 for each carrier, gives a binding of 0.73 eV if electron and hole displace it in the same direction and 0.75 eV if they displace it in opposite directions.

- **Electric field.** A field of 1 MV/cm lowers the pair energy by f = 0.035 eV per site of separation. The pair must tunnel about E_b/f ≈ 20 sites. Under the barrier, 2T cosh κ(r) = 2T + E_b − fr. With x = E_b − fr, the leading semiclassical suppression is exp(−G), where

G = (2/f) ∫₀^{E_b} arccosh(1 + x/(2T)) dx = 48.9.

Direct recursion of the lattice equation from the turning point gives 45.7 for the corresponding logarithm. The semiclassical form omits prefactors, but either value makes field ionization negligible in this model.

- **Temperature.** At 300 K, kT = 0.026 eV, so the binding is about 27 kT. That compares energies; it is not a dissociation rate, which also depends on disorder and on the number of separated states.

Static disorder and spin exchange are not sized here. For these parameters, the formula gives the scale of the binding. For the K = 0 exciton, the tail and transfer corrections estimated above are each about 0.1 eV, and the explicit vibrational treatment gives a smaller shift of 0.03 to 0.05 eV. It is less reliable for the pair's size and optical weight, which depend strongly on the attraction between neighbouring molecules.

Calculated quantities

```
Full two-particle ring, sites: 40
t_e=0.70 t_h=0.30 U=1.00 eV: E_b ring 0.236068, formula 0.236068 eV
t_e=0.50 t_h=0.50 U=2.00 eV: E_b ring 0.828427, formula 0.828427 eV
t_e=0.10 t_h=0.08 U=1.00 eV: E_b ring 0.702826, formula 0.702826 eV
Weak case U=0.1T: numerical E_b/(U^2/4T) = 0.99938
Strong case U=50T: numerical E_b/(U-2T) = 1.00083
Worked example, rough perylene-derivative pi-stack
spacing a = 0.35 nm
t_e = 0.10 eV, t_h = 0.08 eV, T = 0.18 eV
on-site attraction U = 1.00 eV
continuum edge -2T = -0.3600 eV
bound level, formula = -1.0628 eV
bound level, relative chain = -1.0628 eV
binding E_b = 0.7028 eV
kappa = 1.7457 per site
amplitude decay length a/kappa = 0.2005 nm
same-site probability P0 = 0.9409
rms separation = 0.0891 nm
reduced mass = 1.728 electron masses
effective-mass estimate U^2/4T = 1.3889 eV
Sizes of neglected effects
relative permittivity = 3.5, Ohno length = 0.4114 nm
Ohno attraction at one spacing = 0.7617 eV
binding with Coulomb tail = 0.8177 eV
change from tail = +0.1149 eV
same-site probability with tail = 0.6537
exciton transfer J = 0.05 eV: binding = 0.6093 eV
change from exciton transfer = -0.0935 eV
vibrational S = 0.4: narrowed T = 0.1207 eV
binding with narrowed T = 0.7874 eV
change from narrowing = +0.0846 eV
field = 1.0 MV/cm, drop per site = 0.0350 eV
tunnelling exponent = 48.9 (recursion 45.7)
tunnelling factor exp(-exponent) = 5.9e-22
thermal energy at 300 K = 0.0259 eV, E_b/kT = 27.2
```
